# Why a thin insulating interlayer has an optimum thickness in metal–semiconductor contacts: test program

```python
# Result under test: contact resistivity of a metal / thin insulator / n-semiconductor
#   rho(t) = k/(q A T) * exp(phi(t)/kT + beta t),  phi = phi_free + Delta a/(1+a),
#   a(t) = a0 (1+t/d) exp(-gamma t),  Delta = phi_cnl - phi_free.
# Its minimum obeys a = [r-2-sqrt(r(r-4))]/2, r = Delta (gamma-1/(d+t))/(beta kT) > 4.
# t: insulator thickness; phi: barrier (eV); phi_free: barrier without gap states;
# phi_cnl: barrier with the Fermi level at the neutrality level; a: pinning strength;
# beta, gamma: decay rates of current and of gap-state density in the insulator;
# d: dipole gap times relative permittivity. Lengths in m, energies in eV inside.
import numpy as np
from scipy.constants import e, k, h, hbar, m_e, epsilon_0
from scipy.integrate import trapezoid, quad
from scipy.optimize import brentq, minimize_scalar

nm = 1e-9
temperature = 300.0
kT = k * temperature / e
phi_cnl, phi_free = 0.60, 0.20
density0 = 5e14 * 1e4            # gap states per eV and m^2
gap, eps_ins = 0.3 * nm, 9.0
offset, mass_ins = 2.0, 0.25
eps_semi, mass_t, mass_l = 16.0, 0.08, 1.6
delta = phi_cnl - phi_free
d = gap * eps_ins


def decay(height):
    return 2 * np.sqrt(2 * mass_ins * m_e * height * e) / hbar


beta, gamma = decay(offset), decay(offset + phi_cnl)
a0 = e * density0 * gap / epsilon_0


def inverse_capacitance(t):
    return gap / epsilon_0 + t / (eps_ins * epsilon_0)


def balance_barrier(t, density, free=phi_free, doping=0.0, fermi=0.0):
    """Barrier from charge balance, solved numerically."""
    def residual(phi):
        states = -e * density * (phi_cnl - phi)
        depletion = np.sqrt(2 * eps_semi * epsilon_0 * e * doping
                            * max(phi + fermi, 0.0))
        return phi - free + (states + depletion) * inverse_capacitance(t)
    low = -fermi if doping > 0 else -1.0
    return brentq(residual, low, 2.0, xtol=1e-14)


def exponent(t, free=phi_free, b=beta, g=gamma, floor=0.0, thermal=kT):
    density = density0 * np.exp(-g * t) + floor
    return balance_barrier(t, density, free) / thermal + b * t


def direct_minimum(**options):
    grid = np.linspace(0.2, 2.5, 231)
    values = [exponent(x * nm, **options) for x in grid]
    x0 = grid[int(np.argmin(values))]
    found = minimize_scalar(lambda x: exponent(x * nm, **options),
                            bounds=(x0 - 0.02, x0 + 0.02), method='bounded',
                            options={'xatol': 1e-9})
    return found.x * nm, exponent(0.0, **options) - found.fun


def optimum(span=delta, b=beta, g=gamma, thermal=kT, branch=-1):
    """Closed stationarity condition, iterated for the slow factor 1+t/d."""
    t = 0.5 * nm
    for _ in range(80):
        r = span * (g - 1 / (d + t)) / (b * thermal)
        a = (r - 2 + branch * np.sqrt(r * (r - 4))) / 2
        t = np.log(a0 * (1 + t / d) / a) / g
    log_gain = span * (1 / (1 + a) - 1 / (1 + a0)) / thermal - b * t
    return t, a, r, log_gain


# pinning factor: derivative of the balanced barrier against the closed form
for t in (0.0, 0.3 * nm, 0.8 * nm):
    D = density0 * np.exp(-gamma * t)
    slope = (balance_barrier(t, D, phi_free + 1e-3)
             - balance_barrier(t, D, phi_free - 1e-3)) / 2e-3
    assert abs(slope * (1 + a0 * (1 + t / d) * np.exp(-gamma * t)) - 1) < 1e-6
# states that do not decay: the interlayer strengthens pinning
S_fixed = [(balance_barrier(t, density0, 0.21) - balance_barrier(t, density0, 0.20))
           / 0.01 for t in (0.0, nm)]
assert S_fixed[1] < S_fixed[0]

# wave matching: metal | insulator | semiconductor
metal_depth = 5.0
mass_x = 3 / (1 / mass_l + 2 / mass_t)     # tunnelling mass along (100)


def semiconductor_weight(t, height, energy):
    """|psi|^2 at the semiconductor surface per unit incident metal wave;
    energy is measured from the semiconductor band edge (negative: gap)."""
    unit = np.sqrt(2 * m_e * e) / hbar
    km = unit * np.sqrt(metal_depth)
    ks = unit * np.sqrt(complex(mass_x * energy))
    q = decay(height) / 2
    f = np.exp(-q * t)
    s = q / mass_ins
    matrix = np.array([[-1, 1, f, 0],
                       [1j * km, -s, s * f, 0],
                       [0, f, 1, -1],
                       [0, -s * f, s, -1j * ks / mass_x]], dtype=complex)
    matrix[1:4:2] /= km
    return abs(np.linalg.solve(matrix, np.array([1, 1j, 0, 0]))[3]) ** 2


def gap_weight(t):
    return semiconductor_weight(t, offset + phi_cnl, -phi_cnl)


def hot_weight(t):
    return semiconductor_weight(t, offset - kT, kT)


rate_gap = np.log(gap_weight(0.6 * nm) / gap_weight(1.2 * nm)) / (0.6 * nm)
rate_hot = np.log(hot_weight(0.6 * nm) / hot_weight(1.2 * nm)) / (0.6 * nm)
assert abs(rate_gap / gamma - 1) < 0.02
assert abs(rate_hot / beta - 1) < 0.02

# Richardson constant of four tilted ellipsoids: momentum sum against closed form
p = np.linspace(-7, 7, 141)
px, py, pz = np.meshgrid(p, p, p, indexing='ij')
velocity = (px / np.sqrt(mass_t) + py / np.sqrt(mass_t) + pz / np.sqrt(mass_l)) / np.sqrt(3)
flux = np.sum(np.maximum(velocity, 0) * np.exp(-(px**2 + py**2 + pz**2) / 2))
flux *= (p[1] - p[0]) ** 3 * np.sqrt(mass_t**2 * mass_l)
richardson_sum = 4 * 2 * e * m_e * k**2 / h**3 * flux
mass_A = 4 * np.sqrt((mass_t**2 + 2 * mass_t * mass_l) / 3)
richardson = 4 * np.pi * e * m_e * k**2 / h**3 * mass_A
assert abs(richardson_sum / richardson - 1) < 5e-3
rho_unit = k / (e * richardson * temperature)        # ohm m^2

# optimum: closed condition against direct minimisation of the balanced model
t_opt, a_opt, r_opt, log_gain = optimum()
t_direct, gain_direct = direct_minimum()
assert abs(t_opt - t_direct) < 1e-4 * nm
assert abs(log_gain - gain_direct) < 1e-6
phi_start = balance_barrier(0.0, density0)
phi_opt = balance_barrier(t_direct, density0 * np.exp(-gamma * t_direct))
left_over = (1 + a_opt) * kT * beta / (gamma - 1 / (d + t_opt))
assert abs((phi_opt - phi_free) / left_over - 1) < 1e-3
# the other root is a maximum at very small thickness
t_max, a_max, _, _ = optimum(branch=+1)
fine = np.linspace(0, 0.3, 3001)
t_peak = fine[int(np.argmax([exponent(x * nm) for x in fine]))] * nm
assert t_max > 0 and abs(t_peak - t_max) < 3e-4 * nm
rise = exponent(t_max) - exponent(0.0)
assert rise > 0

# existence threshold r = 4, evaluated where a = 1
t_one = brentq(lambda t: a0 * (1 + t / d) * np.exp(-gamma * t) - 1, 0.1 * nm, 2 * nm)
delta_min = 4 * kT * beta / (gamma - 1 / (d + t_one))
ts = np.linspace(0, 2, 401) * nm
turns = []
for factor in (0.95, 1.05):
    curve = np.array([exponent(t, free=phi_cnl - factor * delta_min) for t in ts])
    turns.append(int(np.sum(np.diff(np.sign(np.diff(curve))) != 0)))
assert turns == [0, 2]
# break-even with the bare contact
delta_even = brentq(lambda s: optimum(span=s)[3], 1.1 * delta_min, delta)
assert abs(direct_minimum(free=phi_cnl - delta_even)[1]) < 1e-5
assert delta_even > delta_min

# lower band offset, traps, two-band insulator, higher temperature
low_offset = 0.5
b_low, g_low = decay(low_offset), decay(low_offset + phi_cnl)
t_low, _, _, gain_low = optimum(b=b_low, g=g_low)
assert abs(direct_minimum(b=b_low, g=g_low)[1] - gain_low) < 1e-6
assert gain_low > log_gain
traps = [direct_minimum(floor=x * 1e4) for x in (1e12, 1e13)]
assert traps[1][1] < traps[0][1] < log_gain
ins_gap = 6.5
b_two = beta * np.sqrt(1 - offset / ins_gap)
g_two = gamma * np.sqrt(1 - (offset + phi_cnl) / ins_gap)
t_two, _, _, gain_two = optimum(b=b_two, g=g_two)
t_hot, _, _, gain_hot = optimum(thermal=k * 400 / e)
factor_gap = gap_weight(t_opt) / gap_weight(0.0) * np.exp(gamma * t_opt)
factor_hot = hot_weight(t_opt) / hot_weight(0.0) * np.exp(beta * t_opt)
field = abs(phi_free - phi_opt) / inverse_capacitance(t_opt) / (eps_ins * epsilon_0)

# doped semiconductor: depletion charge and tunnelling through the depletion layer
mass_dos = (16 * mass_l * mass_t**2) ** (1 / 3)
Nc = 2 * (2 * np.pi * mass_dos * m_e * k * temperature / h**2) ** 1.5


def bulk_fermi(doping):
    s = np.linspace(0, 9, 4001)

    def excess(eta):
        occupied = 2 * s**2 / (1 + np.exp(s**2 - eta))
        return np.log(Nc * 2 / np.sqrt(np.pi) * trapezoid(occupied, s) / doping)
    return kT * brentq(excess, -20, 25)


def tunnel_energy(doping):
    return hbar / 2 * np.sqrt(doping / (mass_x * m_e * eps_semi * epsilon_0))


def depletion_action(E, top, E00):
    root = np.sqrt(np.maximum(top - E, 0))
    value = np.sqrt(top) * root - E * np.log((np.sqrt(top) + root) / np.sqrt(E))
    return np.where(E < top, value / E00, 0.0)


# check the action by quadrature over the parabolic barrier
test_N, test_top, test_E = 1e25, 0.5, 0.1
width = np.sqrt(2 * eps_semi * epsilon_0 * test_top / (e * test_N))
end = width * (1 - np.sqrt(test_E / test_top))
action = quad(lambda x: 2 * np.sqrt(2 * mass_x * m_e * e * max(
    test_top * (1 - x / width)**2 - test_E, 0)) / hbar, 0, end)[0]
assert abs(action / depletion_action(test_E, test_top, tunnel_energy(test_N)) - 1) < 1e-5


def log_rho_doped(phi, t, doping, fermi):
    top = phi + fermi
    E = np.linspace(1e-9, max(top, fermi, 0) + 25 * kT, 4001)
    through = np.exp(-depletion_action(E, top, tunnel_energy(doping)))
    through = through * np.exp(-decay(np.maximum(offset + top - E, 0)) * t)
    filled = 1 / (1 + np.exp((E - fermi) / kT))
    return np.log(rho_unit * kT / trapezoid(through * filled, E))


doped = []
thickness = np.linspace(0, 1.5, 301) * nm
for N_cm in (1e16, 1e18, 1e19, 1e20):
    N = N_cm * 1e6
    u = bulk_fermi(N)
    curve = [log_rho_doped(balance_barrier(t, density0 * np.exp(-gamma * t),
             doping=N, fermi=u), t, N, u) for t in thickness]
    best = int(np.argmin(curve))
    sensitivity = (log_rho_doped(0.51, 0, N, u) - log_rho_doped(0.49, 0, N, u)) / 0.02
    doped.append((N_cm, thickness[best], curve[0], curve[best], sensitivity))
gains = [row[2] - row[3] for row in doped]
assert abs(doped[0][1] - t_opt) < 0.05 * nm and abs(gains[0] - log_gain) < 0.5
assert gains[3] < gains[2] < gains[1] and gains[3] < gains[0]
E00 = tunnel_energy(1e25)
E0 = E00 / np.tanh(E00 / kT)
assert abs(doped[2][4] * E0 - 1) < 0.15
assert doped[3][4] < doped[2][4] < doped[0][4]
surface_field = np.sqrt(2 * e * 1e22 * (phi_start + bulk_fermi(1e22))
                        / (eps_semi * epsilon_0))
image = np.sqrt(e * surface_field / (4 * np.pi * eps_semi * epsilon_0))

rho0 = rho_unit * np.exp(phi_start / kT) * 1e4
rho_opt = rho_unit * np.exp(phi_opt / kT + beta * t_opt) * 1e4
print(f"temperature {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"phi_cnl = {phi_cnl:.2f} eV, phi_free = {phi_free:.2f} eV, Delta = {delta:.2f} eV")
print(f"gap-state density D0 = {density0/1e4:.1e} /(eV cm2)")
print(f"dipole gap = {gap/nm:.2f} nm, eps_ins = {eps_ins:.1f}, d = {d/nm:.2f} nm")
print(f"insulator offset = {offset:.2f} eV, mass = {mass_ins:.2f} m_e")
print(f"semiconductor eps = {eps_semi:.0f}, m_t = {mass_t:.2f}, m_l = {mass_l:.2f} m_e")
print(f"tunnel mass = {mass_x:.4f} m_e, Richardson mass = {mass_A:.3f} m_e")
print(f"beta = {beta*nm:.3f} /nm, gamma = {gamma*nm:.3f} /nm, ratio = {beta/gamma:.3f}")
print(f"wave-matching rates: current {rate_hot*nm:.3f}, gap states {rate_gap*nm:.3f} /nm")
print(f"gamma*d = {gamma*d:.2f}, a0 = {a0:.2f}, S0 = {1/(1+a0):.4f}")
print(f"fixed surface states: S = {S_fixed[0]:.4f} at 0 nm, {S_fixed[1]:.4f} at 1 nm")
print(f"Richardson constant = {richardson/1e4:.1f} A/(cm2 K2)")
print(f"resistivity prefactor = {rho_unit*1e4:.3e} ohm cm2")
print(f"optimum thickness = {t_opt/nm:.4f} nm (direct search {t_direct/nm:.4f} nm)")
print(f"at optimum: r = {r_opt:.3f}, a = {a_opt:.4f}, S = {1/(1+a_opt):.4f}")
print(f"barrier: bare {phi_start:.4f} eV, optimum {phi_opt:.4f} eV")
print(f"pinning part left = {(phi_opt-phi_free)*1e3:.2f} meV, kT*beta/gamma = {kT*beta/gamma*1e3:.2f} meV")
print(f"barrier gain exponent = {(phi_start-phi_opt)/kT:.3f}, tunnel cost = {beta*t_opt:.3f}")
print(f"log gain = {log_gain:.3f}, gain factor = {np.exp(log_gain):.3e}")
print(f"rho bare = {rho0:.3e} ohm cm2, rho optimum = {rho_opt:.3e} ohm cm2")
print(f"maximum: t = {t_max/nm:.4f} nm, a = {a_max:.2f}, rho rises by factor {np.exp(rise):.3f}")
print(f"smallest Delta for a minimum = {delta_min:.4f} eV; turning points {turns[0]} below, {turns[1]} above")
print(f"break-even Delta = {delta_even:.4f} eV")
print(f"offset {low_offset:.1f} eV: beta = {b_low*nm:.3f}, gamma = {g_low*nm:.3f} /nm")
print(f"offset {low_offset:.1f} eV: t = {t_low/nm:.3f} nm, gain factor = {np.exp(gain_low):.3e}")
for N_trap, (t_trap, g_trap) in zip((1e12, 1e13), traps):
    print(f"traps {N_trap:.0e} /(eV cm2): t = {t_trap/nm:.3f} nm, gain factor = {np.exp(g_trap):.3e}")
print(f"two-band insulator, gap {ins_gap:.1f} eV: t = {t_two/nm:.3f} nm, gain factor = {np.exp(gain_two):.3e}")
print(f"400 K: t = {t_hot/nm:.3f} nm, gain factor = {np.exp(gain_hot):.3e}")
print(f"matching prefactors: gap states {factor_gap:.3f}, current {factor_hot:.3f}")
print(f"interlayer field at optimum = {field/1e8:.3f} MV/cm")
print(f"image lowering, bare contact, 1e16 cm-3 = {image*1e3:.1f} meV")
print(f"at 1e19 cm-3: E00 = {E00*1e3:.1f} meV, E0 = {E0*1e3:.1f} meV, 1/E0 = {1/E0:.2f} /eV")
for N_cm, t_best, start, finish, sens in doped:
    print(f"doping {N_cm:.0e} cm-3: t = {t_best/nm:.3f} nm, gain = {np.exp(start-finish):.3e}, "
          f"dln(rho)/dphi = {sens:.2f} /eV")
    print(f"   rho bare = {np.exp(start)*1e4:.3e}, best = {np.exp(finish)*1e4:.3e} ohm cm2")
print("done: every assertion held")
```

Running it gives:

```
temperature 300 K, kT = 0.02585 eV
phi_cnl = 0.60 eV, phi_free = 0.20 eV, Delta = 0.40 eV
gap-state density D0 = 5.0e+14 /(eV cm2)
dipole gap = 0.30 nm, eps_ins = 9.0, d = 2.70 nm
insulator offset = 2.00 eV, mass = 0.25 m_e
semiconductor eps = 16, m_t = 0.08, m_l = 1.60 m_e
tunnel mass = 0.1171 m_e, Richardson mass = 1.183 m_e
beta = 7.245 /nm, gamma = 8.261 /nm, ratio = 0.877
wave-matching rates: current 7.193, gap states 8.262 /nm
gamma*d = 22.30, a0 = 27.14, S0 = 0.0355
fixed surface states: S = 0.0355 at 0 nm, 0.0262 at 1 nm
Richardson constant = 142.2 A/(cm2 K2)
resistivity prefactor = 2.021e-09 ohm cm2
optimum thickness = 0.7570 nm (direct search 0.7570 nm)
at optimum: r = 17.024, a = 0.0669, S = 0.9373
barrier: bare 0.5858 eV, optimum 0.2251 eV
pinning part left = 25.07 meV, kT*beta/gamma = 22.67 meV
barrier gain exponent = 13.953, tunnel cost = 5.485
log gain = 8.469, gain factor = 4.763e+03
rho bare = 1.400e+01 ohm cm2, rho optimum = 2.940e-03 ohm cm2
maximum: t = 0.0768 nm, a = 14.80, rho rises by factor 1.135
smallest Delta for a minimum = 0.0944 eV; turning points 0 below, 2 above
break-even Delta = 0.1449 eV
offset 0.5 eV: beta = 3.623, gamma = 5.373 /nm
offset 0.5 eV: t = 1.241 nm, gain factor = 1.608e+04
traps 1e+12 /(eV cm2): t = 0.734 nm, gain factor = 1.989e+03
traps 1e+13 /(eV cm2): t = 0.598 nm, gain factor = 2.632e+01
two-band insulator, gap 6.5 eV: t = 0.972 nm, gain factor = 2.994e+03
400 K: t = 0.715 nm, gain factor = 1.514e+02
matching prefactors: gap states 0.908, current 2.287
interlayer field at optimum = 0.073 MV/cm
image lowering, bare contact, 1e16 cm-3 = 16.5 meV
at 1e19 cm-3: E00 = 42.9 meV, E0 = 46.1 meV, 1/E0 = 21.68 /eV
doping 1e+16 cm-3: t = 0.745 nm, gain = 4.601e+03, dln(rho)/dphi = 38.20 /eV
   rho bare = 8.697e+00, best = 1.890e-03 ohm cm2
doping 1e+18 cm-3: t = 0.710 nm, gain = 8.908e+03, dln(rho)/dphi = 34.31 /eV
   rho bare = 3.095e-01, best = 3.474e-05 ohm cm2
doping 1e+19 cm-3: t = 0.575 nm, gain = 1.563e+02, dln(rho)/dphi = 20.36 /eV
   rho bare = 5.888e-05, best = 3.768e-07 ohm cm2
doping 1e+20 cm-3: t = 0.350 nm, gain = 1.424e+00, dln(rho)/dphi = 6.68 /eV
   rho bare = 1.151e-08, best = 8.084e-09 ohm cm2
done: every assertion held
```
